**Binding energies and the charge-transition level of a doped oxygen vacancy**

The program tests the relation ε_VD − ε_V = [E_b(q) − E_b(q′)]/(q − q′). Here ε_V and ε_VD are the levels of the isolated and the dopant-bound vacancy, and E_b(q) is the binding energy at vacancy charge q, positive when bound. Levels come from equal thermal populations in a two-orbital model with a lattice displacement, while binding energies come from the work of pulling the dopant to infinity. The program asserts that the two routes agree within 10⁻⁵ eV for an acceptor and a donor, two distances and three transitions; the largest mismatch printed is 1.6 × 10⁻⁸ eV. It also asserts that the two-electron level does not move by the full binding difference, that spin offsets match ±k_BT ln 2, and that the change in correlation energy follows from the binding energies. For the acceptor, the (2+/+) level rises by 0.163 eV and the (2+/0) level by 0.166 eV, half of the 0.333 eV binding difference. When the dopant's own level is placed at 5.0 eV, it stays neutral and the first electron is captured near 3.45 eV instead of 3.66 eV, so the fixed-charge prediction fails. Halving the permittivity from 20 to 10 raises the (2+/+) shift from 0.16 to 0.37 eV.

## Verification by program

```python
# Result under test: binding a dopant of fixed charge z to an oxygen vacancy
# moves the vacancy level (q/q') by [Eb(q) - Eb(q')] / (q - q'), where Eb(q)
# is the binding energy (positive = bound) at vacancy charge q.
# Model: +2 core at the origin, two orbitals at +a and -a on the dopant axis,
# N = 2 - q electrons, one classical lattice displacement x, dopant at R.
# Levels come from thermal populations; binding energies come from the work
# of pulling the dopant to infinity. Energies in eV, lengths in nm.
from functools import reduce
import numpy as np
from scipy import constants as sc
from scipy.special import logsumexp

coulomb_vacuum = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9   # eV nm
kB = sc.k / sc.e                                         # eV/K
eps_static = 20.0
C0 = coulomb_vacuum / eps_static
orbital_energy, hopping, repulsion = 4.2, 0.5, 2.0
a, R0 = 0.10, 0.36
stiffness, electron_force, dopant_force = 4000.0, 40.0, 5.0
common_strain = 0.10       # attraction at R0 that is the same for every q
gap, acceptor_level, T = 5.7, 0.5, 400.0
kT = kB * T

# Fermion operators; mode order: near up, far up, near down, far down
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity, unit = np.diag([1.0, -1.0]), np.eye(2)
c = [reduce(np.kron, [parity] * k + [lower] + [unit] * (3 - k))
     for k in range(4)]
number = [op.T @ op for op in c]
n_near, n_far = number[0] + number[2], number[1] + number[3]
hop = sum(c[i].T @ c[j] + c[j].T @ c[i] for i, j in ((0, 1), (2, 3)))
double = number[0] @ number[2] + number[1] @ number[3]
count = np.rint(np.diag(n_near + n_far)).astype(int)
sector = {N: np.flatnonzero(count == N) for N in range(3)}


def block(op, N):
    return op[np.ix_(sector[N], sector[N])]


def electronic(N, R, z, C=C0, field=0.0):
    """Hamiltonian without the lattice part; field in V/nm."""
    H = (orbital_energy * (n_near + n_far) - hopping * hop
         + repulsion * double
         - z * C * (n_near / (R - a) + n_far / (R + a))
         + field * a * (n_near - n_far))
    H = H + (2 * z * C / R - common_strain * (R0 / R)**3) * np.eye(16)
    return block(H, N)


def lattice(N, R, x):
    return (0.5 * stiffness * x**2 + electron_force * N * x
            + dopant_force * x * (R0 / R)**3)


def relaxed_x(N, R):
    return -(electron_force * N + dopant_force * (R0 / R)**3) / stiffness


def relaxed_energy(N, R, z, C=C0, field=0.0):
    return (np.linalg.eigvalsh(electronic(N, R, z, C, field))[0]
            + lattice(N, R, relaxed_x(N, R)))


def level(N1, N2, R, z, C=C0, field=0.0):
    """Zero-temperature level from relaxed total energies."""
    return (relaxed_energy(N2, R, z, C, field)
            - relaxed_energy(N1, R, z, C, field)) / (N2 - N1)


x_grid = np.linspace(-0.06, 0.04, 401)


def log_weight(N, R, z):
    """Log of the canonical weight, by quadrature over displacement."""
    states = np.linalg.eigvalsh(electronic(N, R, z))
    total = states[:, None] + lattice(N, R, x_grid)[None, :]
    return logsumexp(-total / kT)


def thermal_level(N1, N2, R, z):
    """Fermi level at which both charge states are equally populated."""
    return kT * (log_weight(N1, R, z) - log_weight(N2, R, z)) / (N2 - N1)


nodes, weights = np.polynomial.legendre.leggauss(40)


def binding_by_work(N, R_start, z):
    """Work of pulling the dopant to infinity at fixed N; variable 1/R."""
    work = 0.0
    for node, weight in zip(nodes, weights):
        R = 2 * R_start / (node + 1)
        vec = np.linalg.eigh(electronic(N, R, z))[1][:, 0]
        slope = block(z * C0 * (n_near / (R - a)**2
                                + n_far / (R + a)**2), N)
        dE = vec @ slope @ vec - 2 * z * C0 / R**2
        dE += 3 * common_strain * R0**3 / R**4
        dE -= 3 * dopant_force * relaxed_x(N, R) * R0**3 / R**4
        work += weight * dE * R**2 / (2 * R_start)
    return work


# Closure of the cycle: two dopant charges, two distances, three transitions
far = np.inf
pairs = {"2+/+": (0, 1), "+/0": (1, 2), "2+/0": (0, 2)}
worst = 0.0
for z in (-1, 1):
    for R in (R0, 0.50):
        Eb_test = [binding_by_work(N, R, z) for N in range(3)]
        for N1, N2 in pairs.values():
            direct = (thermal_level(N1, N2, R, z)
                      - thermal_level(N1, N2, far, z))
            cycle = (Eb_test[N1] - Eb_test[N2]) / (N2 - N1)
            worst = max(worst, abs(direct - cycle))
# The tolerance covers the thermally excited triplet at 400 K
assert worst < 1e-5

Eb = [binding_by_work(N, R0, -1) for N in range(3)]
iso = {p: level(*n, far, -1) for p, n in pairs.items()}
bound = {p: level(*n, R0, -1) for p, n in pairs.items()}
shift = {p: bound[p] - iso[p] for p in pairs}
donor_shift = level(0, 1, R0, 1) - level(0, 1, far, 1)
assert shift["2+/+"] > 0 > donor_shift
# A two-electron level does not move by the full difference
assert abs(shift["2+/0"] - (Eb[0] - Eb[2])) > 0.05
# Spin multiplicity moves each crossing but not the shift
offset = {}
for p, expected in (("2+/+", -np.log(2)), ("+/0", np.log(2)), ("2+/0", 0)):
    offset[p] = thermal_level(*pairs[p], far, -1) - iso[p]
    for R in (far, R0):
        found = thermal_level(*pairs[p], R, -1) - level(*pairs[p], R, -1)
        assert abs(found - kT * expected) < 1e-5
U_iso = iso["+/0"] - iso["2+/+"]
U_bound = bound["+/0"] - bound["2+/+"]
assert abs(U_bound - U_iso + Eb[0] - 2 * Eb[1] + Eb[2]) < 1e-7


def first_capture(dopant_level):
    """Fermi level of first vacancy electron if the dopant may recharge."""
    energy = {(N, m): relaxed_energy(N, R0, -m) + m * dopant_level
              for N in range(3) for m in (0, 1)}
    for mu in np.arange(0, gap, 0.001):
        best = min(energy, key=lambda s: energy[s] - mu * sum(s))
        if best[0] > 0:
            return mu
    raise RuntimeError("no capture inside the gap")


deep_level = 5.0
capture_shallow = first_capture(acceptor_level)
capture_deep = first_capture(deep_level)
assert abs(capture_shallow - bound["2+/+"]) < 0.0011   # scan step 1 meV
assert abs(capture_deep - bound["2+/+"]) > 0.1

# Sizes of neglected effects, for the acceptor pair
C_weak = coulomb_vacuum / 10.0
shift_weak = level(0, 1, R0, -1, C_weak) - level(0, 1, far, -1, C_weak)
dopant_fraction, cation_density = 0.01, 28.0
spacing = (3 / (4 * np.pi * dopant_fraction * cation_density))**(1 / 3)
depth = 2.0
image_unit = C0 / (4 * depth)
image_change = ((1**2 - 0**2) - (2**2 - 1**2)) * image_unit
field = 0.5                                              # V/nm
shift_field = max((level(0, 1, R0, -1, C0, f) - level(0, 1, far, -1, C0, f)
                   - shift["2+/+"] for f in (field, -field)), key=abs)
mass, attempt_time = 0.2, 1e-13
barrier = gap - bound["2+/+"]
kappa = np.sqrt(2 * mass * sc.m_e * barrier * sc.e) / sc.hbar * 1e-9
escape = attempt_time * np.exp(2 * kappa * depth)
broadening = sc.hbar / sc.e / escape
neutral_ratio = np.exp(-(iso["2+/+"] - acceptor_level) / kT)
sites = 8


def paired(N, temperature):
    ratio = sites * dopant_fraction * np.exp(Eb[N] / (kB * temperature))
    return ratio / (1 + ratio)


print(f"static permittivity: {eps_static:.0f}; band gap: {gap} eV")
print(f"screened Coulomb constant: {C0:.4f} eV nm")
print(f"orbital energy above valence edge: {orbital_energy} eV")
print(f"hopping: {hopping} eV; on-site repulsion: {repulsion} eV")
print(f"orbital offset a: {a:.2f} nm; dopant distance R0: {R0} nm")
print(f"lattice stiffness: {stiffness:.0f} eV/nm^2")
print(f"force per electron: {electron_force:.0f} eV/nm")
print(f"dopant force at R0: {dopant_force:.0f} eV/nm")
print(f"common strain attraction at R0: {common_strain:.2f} eV")
print(f"temperature: {T:.0f} K; kT: {kT:.4f} eV")
for N, name in enumerate(("2+", "+", "0")):
    print(f"binding energy, vacancy {name}: {Eb[N]:.4f} eV")
for p in pairs:
    print(f"vacancy level {p}: isolated {iso[p]:.4f} eV, "
          f"bound {bound[p]:.4f} eV, shift {shift[p]:.4f} eV")
print(f"full binding difference 2+ minus 0: {Eb[0] - Eb[2]:.4f} eV")
print(f"point-charge Coulomb shift: {C0 / R0:.4f} eV")
strain_shift = -electron_force * dopant_force / stiffness
print(f"strain part of one-electron shift: {strain_shift:.4f} eV")
print(f"shift of 2+/+ by a donor: {donor_shift:.4f} eV")
print(f"U isolated: {U_iso:.4f} eV; U bound: {U_bound:.4f} eV")
for p in pairs:
    print(f"thermal offset of {p} crossing: {offset[p]:.4f} eV")
print(f"largest cycle mismatch: {worst:.1e} eV")
print(f"first capture, acceptor level {acceptor_level} eV: "
      f"{capture_shallow:.3f} eV")
print(f"first capture, acceptor level {deep_level} eV: "
      f"{capture_deep:.3f} eV")
print(f"2+/+ shift with permittivity 10: {shift_weak:.4f} eV")
print(f"dopant fraction: {dopant_fraction}; "
      f"cation density: {cation_density:.0f} per nm^3")
print(f"dopant sphere radius: {spacing:.3f} nm; "
      f"potential energy there: {C0 / spacing:.4f} eV")
print(f"electrode distance: {depth:.1f} nm; "
      f"image change of 2+/+ shift: {image_change:.4f} eV")
print(f"field: {field * 10:.0f} MV/cm; "
      f"largest change of 2+/+ shift: {shift_field:.4f} eV")
print(f"tunnel mass: {mass} m_e; barrier: {barrier:.3f} eV; "
      f"decay constant: {kappa:.3f} per nm")
print(f"attempt time: {attempt_time:.0e} s; escape time: {escape:.1e} s")
print(f"tunnel broadening: {broadening:.1e} eV")
print(f"neutral/charged dopant ratio at isolated 2+/+: {neutral_ratio:.1e}")
print(f"dopant sites next to a vacancy: {sites}")
for N, name in enumerate(("2+", "+", "0")):
    print(f"paired share, vacancy {name}: {paired(N, T):.3f} at {T:.0f} K, "
          f"{paired(N, 1000.0):.3f} at 1000 K")
print("checks complete")
```

Printed output:

```
static permittivity: 20; band gap: 5.7 eV
screened Coulomb constant: 0.0720 eV nm
orbital energy above valence edge: 4.2 eV
hopping: 0.5 eV; on-site repulsion: 2.0 eV
orbital offset a: 0.10 nm; dopant distance R0: 0.36 nm
lattice stiffness: 4000 eV/nm^2
force per electron: 40 eV/nm
dopant force at R0: 5 eV/nm
common strain attraction at R0: 0.10 eV
temperature: 400 K; kT: 0.0345 eV
binding energy, vacancy 2+: 0.5031 eV
binding energy, vacancy +: 0.3400 eV
binding energy, vacancy 0: 0.1706 eV
vacancy level 2+/+: isolated 3.5000 eV, bound 3.6631 eV, shift 0.1631 eV
vacancy level +/0: isolated 3.6858 eV, bound 3.8552 eV, shift 0.1694 eV
vacancy level 2+/0: isolated 3.5929 eV, bound 3.7592 eV, shift 0.1663 eV
full binding difference 2+ minus 0: 0.3326 eV
point-charge Coulomb shift: 0.2000 eV
strain part of one-electron shift: -0.0500 eV
shift of 2+/+ by a donor: -0.2703 eV
U isolated: 0.1858 eV; U bound: 0.1921 eV
thermal offset of 2+/+ crossing: -0.0239 eV
thermal offset of +/0 crossing: 0.0239 eV
thermal offset of 2+/0 crossing: -0.0000 eV
largest cycle mismatch: 1.6e-08 eV
first capture, acceptor level 0.5 eV: 3.664 eV
first capture, acceptor level 5.0 eV: 3.451 eV
2+/+ shift with permittivity 10: 0.3691 eV
dopant fraction: 0.01; cation density: 28 per nm^3
dopant sphere radius: 0.948 nm; potential energy there: 0.0759 eV
electrode distance: 2.0 nm; image change of 2+/+ shift: -0.0180 eV
field: 5 MV/cm; largest change of 2+/+ shift: 0.0060 eV
tunnel mass: 0.2 m_e; barrier: 2.037 eV; decay constant: 3.270 per nm
attempt time: 1e-13 s; escape time: 4.8e-08 s
tunnel broadening: 1.4e-08 eV
neutral/charged dopant ratio at isolated 2+/+: 1.6e-38
dopant sites next to a vacancy: 8
paired share, vacancy 2+: 1.000 at 400 K, 0.965 at 1000 K
paired share, vacancy +: 0.999 at 400 K, 0.805 at 1000 K
paired share, vacancy 0: 0.919 at 400 K, 0.367 at 1000 K
checks complete
```
